# Why a rough barrier leaks more than a uniform one

A copper line in a chip is lined on its sides and bottom with a thin metallic barrier, often tantalum nitride, that keeps copper atoms out of the neighbouring dielectric. Suppose two barriers contain the same amount of material per unit area, so that their mean thicknesses agree, but one is smooth and the other has thin and thick places. The thin places pass more copper and the thick places less. Why do the two changes not cancel, and how large is the remainder?

## The model

Let the barrier fill \(0<z<h(x,y)\). The copper face \(z=h\) is held at copper concentration \(c_0\). The flat dielectric face \(z=0\) is held at zero, which means that arriving atoms are removed at once. The diffusivity \(D\) is uniform. Write

\[
h=h_0+\delta,\qquad \langle\delta\rangle=0,\qquad \langle\delta^2\rangle=\sigma^2,
\]

where the brackets average over projected area. "Leak" means the number of copper atoms leaving the flat face per unit area and time. Rough and uniform barriers are compared at equal \(h_0\), \(D\), \(c_0\) and time.

If the thickness varies over lateral distances much longer than \(h_0\), each column leaks as a uniform film of its own thickness. With \(j(h)\) the leak of such a film, the mean leak is \(\langle j(h)\rangle\).

## Contribution 1: curvature of the leak law

A convex function lies above its tangent at \(h_0\):

\[
j(h_0+\delta)\ge j(h_0)+j'(h_0)\,\delta .
\]

Averaging removes the linear term, because \(\langle\delta\rangle=0\). What remains is Jensen's inequality, \(\langle j(h)\rangle\ge j(h_0)\). The linear gains and losses do cancel; the excess comes from the bending of \(j\) away from its tangent.

For small \(\delta\), a Taylor expansion gives the size of the excess:

\[
\frac{\langle j\rangle}{j(h_0)}-1=\frac{\sigma^2}{2}\frac{j''(h_0)}{j(h_0)}+\frac{\langle\delta^3\rangle}{6}\frac{j'''(h_0)}{j(h_0)}+\dots \tag{1}
\]

The first term is the variance correction.

**Steady state.** The concentration is linear across each column, so \(j=Dc_0/h\) and \(j''/j=2/h_0^2\). The leading relative excess is \(\sigma^2/h_0^2\). Its accuracy follows from the identity

\[
\frac1h=\frac1{h_0}-\frac{\delta}{h_0^2}+\frac{\delta^2}{h_0^2h},
\]

which is confirmed by multiplying by \(h_0^2h\) and inserting \(h=h_0+\delta\). Averaging and multiplying by \(h_0\) gives the excess \(\langle\delta^2/(h_0h)\rangle\). It lies between \(\sigma^2/(h_0h_{\max})\) and \(\sigma^2/(h_0h_{\min})\). The variance formula is therefore good when all thicknesses are close to \(h_0\), and it fails near pinholes, where \(h\to0\).

Take rough, round values for a thin nitride barrier: \(h_0=3\) nm, \(\sigma=0.3\) nm, and a sinusoidal profile of wavelength 30 nm. The amplitude is \(\sqrt2\,\sigma=0.424\) nm. The variance term is \((0.3/3)^2=1.00\,\%\), and a numerical average of \(1/h\) over the profile gives 1.015 %. At \(h_0-\sigma\) the local leak is 11.1 % higher than at \(h_0\); at \(h_0+\sigma\) it is 9.1 % lower. Half the difference is about 1 %.

## Contribution 2: the start-up of the leak

A fresh barrier contains no copper, and the first atoms to cross depend much more sharply on thickness. With Laplace variable \(s\) and \(q=\sqrt{s/D}\), the transformed concentration obeys \(\hat c''=q^2\hat c\), with \(\hat c(0)=0\) and \(\hat c(h)=c_0/s\). Hence

\[
\hat c=\frac{c_0}{s}\frac{\sinh qz}{\sinh qh},\qquad
\hat j=D\hat c'(0)=\frac{c_0Dq}{s\,\sinh qh}=2c_0\sqrt{\frac Ds}\sum_{n=1,3,5,\dots}e^{-nqh}.
\]

The last step uses \(1/\sinh y=2(e^{-y}+e^{-3y}+\dots)\). Since \(e^{-\alpha\sqrt s}/\sqrt s\) is the transform of \(e^{-\alpha^2/4t}/\sqrt{\pi t}\),

\[
j(h,t)=2c_0\sqrt{\frac{D}{\pi t}}\sum_{n=1,3,5,\dots}e^{-n^2h^2/4Dt}. \tag{2}
\]

Early on, the term \(n=1\) dominates. With \(b=1/(2Dt)\) it is proportional to \(e^{-bh^2/2}\), and differentiating twice gives

\[
\frac{j''}{j}\simeq b^2h_0^2-b=\left(\frac{h_0}{2Dt}\right)^2-\frac1{2Dt}. \tag{3}
\]

**Convexity at every time.** The second derivative of each term in (2) has the sign of \(n^2h^2-2Dt\). For \(h^2\ge2Dt\) no term is negative. For \(h^2<2Dt\), expand the difference between the initial and steady profiles in \(\sin(m\pi z/h)\). The flux at \(z=0\) is then

\[
j=\frac{Dc_0}{h}\Big[1+2\sum_{m\ge1}(-1)^me^{-m^2u}\Big],\qquad u=\frac{\pi^2Dt}{h^2}.
\]

Differentiating \(h^{-1}e^{-B/h^2}\) twice, with \(B\) fixed, gives \(2h^{-3}P(B/h^2)\), where \(P(v)=e^{-v}(2v^2-5v+1)\). Thus

\[
j''=\frac{2Dc_0}{h^3}\Big[1+2\sum_{m\ge1}(-1)^mP(m^2u)\Big]. \tag{4}
\]

In this range \(u>\pi^2/2\approx4.93\). There \(P\) is positive, and it decreases because \(P'=-e^{-v}(2v^2-9v+6)<0\) for \(v>3.69\). The alternating sum therefore lowers the bracket by at most \(2P(\pi^2/2)=0.36\), and \(j''>0\). Jensen's inequality applies to slowly varying thickness throughout the start-up.

**Numbers.** Choose \(D=10^{-17}\) cm²/s and \(c_0=10^{20}\) cm⁻³ for an anneal near 400 °C. These are illustrative values, not measured properties of tantalum nitride, whose copper diffusivity may be orders of magnitude lower. All times below scale as \(1/D\), and \(c_0\) affects only the absolute leaks. After 600 s, \(Dt=0.60\) nm². Equation (3) gives

\[
\frac{j''}{j}=2.5^2-0.833=5.417\ \text{nm}^{-2},\qquad
\frac{\sigma^2}{2}\frac{j''}{j}=0.045\times5.417=24.4\,\%.
\]

Averaging (2) over the profile gives 24.9 %. The close agreement owes something to cancellation, since the expansion parameter \(\sigma h_0/(2Dt)=0.75\) is not small. The next even term contains

\[
\frac{j''''}{j}=(bh_0)^4-6b(bh_0)^2+3b^2=39.1-31.3+2.1=9.9\ \text{nm}^{-4}.
\]

For a sinusoid \(\langle\delta^4\rangle=3\sigma^4/2\), so this term adds \(9.9\times0.01215/24=0.5\,\%\). The time dependence is:

| Time (s) | Uniform leak / its steady value | Variance term (%) | Full average (%) |
|---:|---:|---:|---:|
| 200 | 0.0001 | 242 | 380 |
| 600 | 0.103 | 24.4 | 24.9 |
| 2000 | 0.777 | 1.43 | 1.42 |
| 6000 | 0.997 | 0.85 | 0.87 |

At 200 s the expansion parameter is 2.25, and the variance term is no longer a usable estimate. The relative excess is then huge, but the leak itself is minute. At 6000 s the excess is below its final value. Equation (4) shows why: \(u=6.58\), and the remaining transient subtracts \(2P(u)\approx0.15\) from the bracket, whose steady value is 1. It reduces the leak itself by only 0.3 %.

## Contribution 3: lateral flow

Copper can also move sideways. At a given height \(z\) the column concentration \(c_0z/h\) is higher beneath a thin place than beneath a thick one, so copper spreads from thin places towards thick ones. In the steady state this can be bounded without assuming small slopes. Let \(u_s=c/c_0\), with no net flow through the sides, and let \(G\) be the mean leak divided by \(Dc_0\). Since \(\nabla^2u_s=0\), Green's theorem gives \(G=A^{-1}\int|\nabla u_s|^2dV\), where \(A\) is the projected area.

For any vector field \(\mathbf p\) without divergence, expanding \(\int|\nabla u_s-\mathbf p|^2dV\ge0\) gives a lower bound on \(G\). Choose \(\mathbf p=\hat{\mathbf z}/h(x,y)\). The integrals over \(z\) of \(\mathbf p\cdot\nabla u_s\) and \(|\mathbf p|^2\) both equal \(1/h\), so \(G\ge2\langle1/h\rangle-\langle1/h\rangle=\langle1/h\rangle\).

For an upper bound, use a trial function \(w\) with the correct face values. The difference \(w-u_s\) vanishes on both faces, so the cross term in \(\int|\nabla w|^2dV\) vanishes and this integral is at least \(AG\). With \(w=z/h\), integration over \(z\) gives

\[
\left\langle\frac1h\right\rangle\le G\le\left\langle\frac{1+|\nabla h|^2/3}{h}\right\rangle. \tag{5}
\]

Together with \(\langle1/h\rangle\ge1/h_0\), this shows that the steady leak of the rough barrier is at least that of the uniform one, even for steep roughness. In the steady state, lateral flow can only add to the column result. A two-dimensional variational solution for the example gives an excess of 1.14 %, against 1.015 % from independent columns.

For the start-up, let \(\delta=\sqrt2\,\sigma\cos kx\), and solve \(\nabla^2U=q^2U\) with \(U=0\) on the flat face and \(U=1\) on the rough one. The flat solution is \(U_0=\sinh qz/\sinh qh_0\). Expanding the upper condition about \(z=h_0\) gives, at first order, \(U_1(h_0)=-\delta\,U_0'(h_0)\). Therefore

\[
U_1=-\delta\,q\coth(qh_0)\,\frac{\sinh\kappa z}{\sinh\kappa h_0},\qquad \kappa^2=q^2+k^2.
\]

At second order the laterally averaged condition is

\[
\bar U_2(h_0)=-\langle\delta\,\partial_zU_1\rangle-\tfrac12\sigma^2U_0''
=\sigma^2\big[q\coth(qh_0)\,\kappa\coth(\kappa h_0)-\tfrac12q^2\big].
\]

Since \(\bar U_2\) obeys the same one-dimensional equation as \(U_0\), it equals this number times \(U_0(z)\). The number is thus the relative change of the transformed leak. Early on, \(qh_0\gg1\) and \(k\ll q\), so the bracket becomes \(q\kappa-q^2/2\simeq q^2/2+k^2/2\). The first part is the column result. The second adds \(k^2\sigma^2/2\), half the mean square slope. Here the rms slope is 0.0628, so the addition is 0.20 percentage points. Numerical inversion of the full second-order expression gives 24.6 %, against 24.4 % without lateral flow. Both numbers are of second order in \(\sigma\); the full two-dimensional solution gives 25.1 %, against 24.9 % for the full column average.

## Contribution 4: the shape of the roughness

Variance does not distinguish pits from bumps. Consider two thicknesses with the same mean and \(\sigma\) but skewness \(\langle\delta^3\rangle/\sigma^3=-1\): 27.6 % of the area is 2.515 nm thick, and the rest is slightly thicker than the mean. Let the thin and thick patches be much wider than \(h_0\), so that lateral flow at their edges can be neglected. The steady excess becomes 1.12 %, and the excess at 600 s becomes 29.2 %. Since \(j'''<0\) in both cases, the third-moment term in (1) is positive for pits.

## Contribution 5: the far face

Suppose the dielectric side removes copper at a finite rate \(wc_f\), where \(c_f\) is the concentration at that face and \(w\) a speed. Equating \(D(c_0-c_f)/h\) with \(wc_f\) gives \(j=Dc_0/(h+L)\), with \(L=D/w\). The variance term falls to \(\sigma^2/(h_0+L)^2\), because the added resistance does not depend on thickness. For \(L=1\) nm, averaging over independent columns gives a steady excess of 0.57 %; lateral flow at the 30 nm wavelength raises it to 0.69 %, against 1.14 % when arriving atoms are removed at once.

The sign can also change. If the dielectric were replaced by a medium continuing unchanged beyond depth \(h\), the concentration would be \(c_0\,\mathrm{erfc}(y/2\sqrt{Dt})\) at depth \(y\) from the copper. The flux at depth \(h\) would be proportional to \(e^{-h^2/4Dt}\), which is concave for \(h^2<2Dt\). After 10 000 s, roughness would lower this flux by 0.12 %. That value requires a wavelength much longer than \(2\pi\sqrt{Dt}\approx20\) nm, so it does not describe the 30 nm profile. For that profile on the copper face, lateral flow outweighs the concavity and the flux rises by about 0.06 %; the change turns negative at a wavelength between 30 and 40 nm.

## Weighing the contributions

In the steady state the uniform barrier passes \(3.33\times10^9\) atoms/(cm² s) and the rough one, column by column, \(3.37\times10^9\). A uniform film 2.97 nm thick would leak as much as the rough one. At 600 s the values are \(3.43\times10^8\) and \(4.28\times10^8\), and the equivalent thickness is 2.91 nm. For these parameters, curvature supplies most of the excess in the steady state and at 600 s, and lateral flow and skewness are smaller corrections. The lateral part grows as the wavelength shrinks: with the same \(\sigma\) and a wavelength of 10 nm the steady excess is 1.98 %, nearly twice the column value. Earlier, the shape of the roughness matters more: at 200 s the pitted barrier has an excess of about 700 %, against 380 % for the sinusoid. Slow release can remove a large part of the steady effect.

Real nitride films are only about a dozen atomic layers thick at 3 nm, so a continuum description is crude, and their copper diffusivity varies widely with composition and structure. The assumption of uniform diffusivity therefore needs a test of its own. Suppose fast paths, such as grain boundaries, have 100 times the diffusivity, the same thickness, and no exchange with their surroundings. An area share \(f\) then adds \(99f\) to the relative steady leak, so \(f=0.010\,\%\) already matches the roughness. At 600 s the matching share is 0.026 %. Even sparse fast paths could therefore outweigh this roughness.

Temperature changes the clock. With the dielectric face held at zero concentration, the relative excess depends on \(D\) and \(t\) only through \(Dt\). With a rough activation energy of 1 eV, cooling from 400 °C to 100 °C slows diffusion by

\[
\exp\!\left[\frac{1\ \text{eV}}{k_B}\left(\frac1{373.15\ \text{K}}-\frac1{673.15\ \text{K}}\right)\right]\approx1.0\times10^6 .
\]

The state reached in 600 s of annealing would then take about 20 years. This figure is very sensitive to the activation energy: with the same diffusivity at 400 °C, 0.8 eV gives about 1 year and 1.2 eV about 300 years. In this model, a barrier that starts empty and stays at 100 °C could, if the activation energy is high enough, spend its service life in the early part of the start-up, where thickness variations matter most in relative terms. In a real chip, heating during the manufacture of later wiring layers may use up part of the start-up before service begins. How much depends on the diffusivity: with the value chosen here, one hour near 400 °C brings the leak of the uniform barrier to 96 % of its steady value, but with a tenth of that diffusivity only to about 1 %.

Numbers in the example were calculated in double precision.
